\section*{Closed formulas for Hund ground levels and lanthanide moments}

\section*{Problem}

A free atom or ion has $N$ electrons in one open shell of orbital angular momentum $l$, outside closed shells. The open shell has $M=2l+1$ spatial orbitals, so $0\le N\le 2M$. Hund's first two rules select the ground term:
\begin{enumerate}
\item the total spin $S$ is the largest that the Pauli principle allows;
\item among the terms with this $S$, the orbital angular momentum $L$ is the largest.
\end{enumerate}
The spin-orbit interaction is weak compared with the separations between terms. In the open shell it is
\begin{equation}
H_{\rm so}=\zeta\sum_{i=1}^{N}\mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0 .
\label{so}
\end{equation}
Angular momenta are in units of $\hbar$, energies in hartree, and magnetic moments in Bohr magnetons $\mu_B$. The spin $g$-factor is taken as 2.

\begin{enumerate}
\item[(a)] Find $S$ and $L$ as closed formulas in $N$ and $l$, valid for every filling.
\item[(b)] Derive from (\ref{so}) which value of $J$ lies lowest, and find a closed formula for it.
\item[(c)] Find the Land\'e factor $g$ of the ground level and its effective moment $\mu_{\rm eff}$, defined by the susceptibility per ion $\chi=\mu_{\rm eff}^2/(3kT)$.
\item[(d)] Tabulate the results for the trivalent lanthanide ions, whose open shell is $4f^N$ with $N=0$ for La$^{3+}$ up to $N=14$ for Lu$^{3+}$.
\item[(e)] Take $\zeta=0.006$ hartree as a round model value and $T=300$ K. For which ions does the moment of an isolated ground level fail badly, and why?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Spin and orbital angular momentum}

\textbf{Spin.} A determinant with $N_\uparrow$ spin-up and $N_\downarrow=N-N_\uparrow$ spin-down electrons has
\begin{equation}
M_S=\tfrac12(N_\uparrow-N_\downarrow)=N_\uparrow-\tfrac12N .
\end{equation}
A state of spin $S$ has a component with $M_S=S$ and none with larger $M_S$. The largest $S$ is therefore the largest available $M_S$. The Pauli principle allows one spin-up electron per orbital, so the largest $N_\uparrow$ is the smaller of $N$ and $M$, which can be written $\frac12(N+M-|N-M|)$. Hence
\begin{equation}
\boxed{S=\tfrac12\bigl(M-|N-M|\bigr)}
\label{S}
\end{equation}
This is $N/2$ up to half filling and $(2M-N)/2$ beyond it.

\textbf{Orbital part.} Keep $M_S$ at this maximum. Every such state has spin $S$, because no larger spin exists. By the same argument as for the spin, the largest $L$ is now the largest $M_L=\sum_i m_i$.

If $N\le M$, all electrons have spin up and need different $m$. If $N>M$, the spin-up orbitals are all filled and contribute $\sum_{m=-l}^{l}m=0$; the other $N-M$ electrons have spin down and need different $m$. In both cases $n$ electrons of one spin are placed in $m=l,l-1,\dots$, with $n=N$ or $n=N-M$:
\begin{equation}
L=\sum_{k=0}^{n-1}(l-k)=nl-\frac{n(n-1)}2=\frac{n(2l+1-n)}2=\frac{n(M-n)}2 .
\label{Ln}
\end{equation}
For $N\le M$ the factors are $n/2=N/2=S$ and $M-n=|N-M|$. For $N>M$ they are $n=|N-M|$ and $(M-n)/2=(2M-N)/2=S$. The product is the same:
\begin{equation}
\boxed{L=S\,|N-M|}
\label{L}
\end{equation}
Both $S$ and $L$ are unchanged when $N$ electrons are replaced by $N$ holes, $N\to2M-N$. They vanish for the empty and the full shell, and $L$ also vanishes at half filling.

The choice of the $n$ largest $m$ values is unique. There is thus one determinant $|D\rangle$ with $M_S=S$ and $M_L=L$, and it is itself the top state of the Hund term. This is used next.

\subsection*{(b) The lowest $J$}

To first order in $\zeta$ we need $H_{\rm so}$ inside the Hund term. The operator $\sum_i l_{i,a}s_{i,b}$ is the $a$ component of a vector under orbital rotations and the $b$ component of a vector under spin rotations. By the Wigner--Eckart theorem, applied to each kind of rotation, its matrix elements inside one term are proportional to those of $L_aS_b$, with a constant that does not depend on $a$ or $b$. Setting $a=b$ and summing gives
\begin{equation}
H_{\rm so}\;\to\;A\,\mathbf L\cdot\mathbf S .
\label{A}
\end{equation}

The constant $A$ follows from the expectation value of both sides in $|D\rangle$. On the left,
\begin{equation}
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+),
\end{equation}
and the ladder terms change the spin of an electron, so they have no diagonal element. What remains is $\zeta\sum_i m_im_{s,i}$. For $N<M$ every $m_{s,i}=+\frac12$, and the sum is $+L/2$. For $N>M$ the full spin-up set gives $\frac12\cdot0$, while the spin-down electrons, whose $m$ values add up to $L$, give $-L/2$. On the right, the ladder terms again drop out and $\langle L_zS_z\rangle=LS$. Therefore
\begin{equation}
A\,LS=\pm\tfrac12\zeta L
\quad\Longrightarrow\quad
A=\pm\frac{\zeta}{2S},
\label{Aval}
\end{equation}
with the upper sign for $N<M$ and the lower for $N>M$. Division by $L$ and $S$ excludes the empty, half-filled and full shells, where the term has a single level and no choice of $J$ arises.

Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $\mathbf L\cdot\mathbf S=\frac12(\mathbf J^2-\mathbf L^2-\mathbf S^2)$, so
\begin{align}
E_J&=\tfrac12A\,[J(J+1)-L(L+1)-S(S+1)],\\
E_J-E_{J-1}&=\tfrac12A\,[J(J+1)-(J-1)J]=AJ .
\label{interval}
\end{align}
For $A>0$ the smallest $J=|L-S|$ is lowest; for $A<0$ the largest, $J=L+S$. This is Hund's third rule. The reversal at half filling arises because the electrons that carry the orbital angular momentum then have spins opposite to the total spin.

Now insert (\ref{L}). For $N<M$ we have $M-N\ge1$, hence $L\ge S$ and $|L-S|=L-S$:
\begin{equation}
J=S(M-N)-S=S(M-1-N)=S(2l-N).
\end{equation}
For $N>M$,
\begin{equation}
J=S(N-M)+S=S(N-M+1)=S(N-2l).
\end{equation}
At $N=M=2l+1$ we have $L=0$ and $J=S$, which the last expression also gives. All fillings are covered by
\begin{equation}
\boxed{J=S\,|N-2l|}
\label{J}
\end{equation}
Besides the empty and full shells, $J$ vanishes at $N=2l$, one electron short of half filling, where $L=S=l$ and the two vectors cancel.

\subsection*{(c) Land\'e factor and effective moment}

In a field $B$ along $z$ the Zeeman energy is $\mu_BB(L_z+2S_z)$. Inside a level of fixed $J>0$, the vector $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$ is proportional to $\mathbf J$; call the factor $g$. Taking the scalar product with $\mathbf J$, which does not lead out of the level, gives
\begin{equation}
g\,J(J+1)=\langle\mathbf J^2+\mathbf S\cdot\mathbf J\rangle .
\end{equation}
From $\mathbf L=\mathbf J-\mathbf S$ we have $\mathbf L^2=\mathbf J^2+\mathbf S^2-2\,\mathbf S\cdot\mathbf J$, so
\begin{equation}
g=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .
\label{g}
\end{equation}

For $N<M$ put $L=J+S$. Then $L(L+1)=J^2+2JS+S^2+J+S$, and the numerator is $-2JS$. For $N\ge M$ put $L=J-S$. Then $L(L+1)=J^2-2JS+S^2+J-S$, and the numerator is $2JS+2S=2S(J+1)$. Thus
\begin{equation}
\boxed{g=1-\frac{S}{J+1}\ \ (N<M),\qquad g=1+\frac SJ\ \ (N\ge M)}
\label{gshort}
\end{equation}
The spin, which counts double in the moment, opposes $\mathbf J$ in the first half of the shell and supports it in the second. At half filling $J=S$ and $g=2$, the pure spin value.

For the susceptibility, let only the ground level be occupied. Its states have energies $g\mu_BBM_J$ and moments $-g\mu_BM_J$ along the field. For $g\mu_BBJ\ll kT$ the Boltzmann factor is $1-g\mu_BBM_J/kT$, and since $\sum M_J=0$ the mean moment is
\begin{equation}
\langle m\rangle=\frac{g^2\mu_B^2B}{kT}\,\overline{M_J^2},\qquad \overline{M_J^2}=\frac{J(J+1)}3 .
\end{equation}
The average follows because $J_x^2$, $J_y^2$ and $J_z^2$ have equal averages over the level and add up to $J(J+1)$. Comparing $\chi=\langle m\rangle/B$ with $\mu_{\rm eff}^2/(3kT)$ gives
\begin{equation}
\boxed{\mu_{\rm eff}=g\sqrt{J(J+1)}\;\mu_B}
\label{mu}
\end{equation}
For $J=0$ there is no $g$ to define, and the isolated level has $\mu_{\rm eff}=0$.

Two conditions enter. The $2J+1$ states must be degenerate on the scale of $kT$, which a crystal field can spoil. The other levels must lie far above $kT$. How far depends on the ion: the field also mixes these levels into the ground level, and this contribution to $\mu_{\rm eff}^2$ falls only as $kT$ divided by the gap, so it matters most where the ground-level moment is small. Part (e) examines this.

\subsection*{(d) The trivalent lanthanide ions}

Here $l=3$ and $M=7$, so $S=\frac12(7-|N-7|)$, $L=S|N-7|$ and $J=S|N-6|$. One ion from each half of the shell shows the arithmetic.

Nd$^{3+}$, $N=3$:
\begin{align}
S&=\tfrac12(7-4)=\tfrac32,\quad L=\tfrac32\cdot4=6,\quad J=\tfrac32\cdot3=\tfrac92,\\
g&=1-\frac{3/2}{11/2}=\frac8{11},\quad
\mu_{\rm eff}=\frac8{11}\sqrt{\frac{99}4}\,\mu_B=3.62\,\mu_B .
\end{align}

Dy$^{3+}$, $N=9$:
\begin{align}
S&=\tfrac12(7-2)=\tfrac52,\quad L=\tfrac52\cdot2=5,\quad J=\tfrac52\cdot3=\tfrac{15}2,\\
g&=1+\frac{5/2}{15/2}=\frac43,\quad
\mu_{\rm eff}=\frac43\sqrt{\frac{255}4}\,\mu_B=10.65\,\mu_B .
\end{align}

The complete table, with the level written as ${}^{2S+1}L_J$, is:
\begin{center}
\begin{tabular}{lrlccccc}
\hline
Ion & $N$ & Level & $S$ & $L$ & $J$ & $g$ & $\mu_{\rm eff}/\mu_B$\\
\hline
La$^{3+}$ & 0 & ${}^1S_0$ & 0 & 0 & 0 & -- & 0\\
Ce$^{3+}$ & 1 & ${}^2F_{5/2}$ & 1/2 & 3 & 5/2 & 6/7 & 2.54\\
Pr$^{3+}$ & 2 & ${}^3H_4$ & 1 & 5 & 4 & 4/5 & 3.58\\
Nd$^{3+}$ & 3 & ${}^4I_{9/2}$ & 3/2 & 6 & 9/2 & 8/11 & 3.62\\
Pm$^{3+}$ & 4 & ${}^5I_4$ & 2 & 6 & 4 & 3/5 & 2.68\\
Sm$^{3+}$ & 5 & ${}^6H_{5/2}$ & 5/2 & 5 & 5/2 & 2/7 & 0.85\\
Eu$^{3+}$ & 6 & ${}^7F_0$ & 3 & 3 & 0 & -- & 0\\
Gd$^{3+}$ & 7 & ${}^8S_{7/2}$ & 7/2 & 0 & 7/2 & 2 & 7.94\\
Tb$^{3+}$ & 8 & ${}^7F_6$ & 3 & 3 & 6 & 3/2 & 9.72\\
Dy$^{3+}$ & 9 & ${}^6H_{15/2}$ & 5/2 & 5 & 15/2 & 4/3 & 10.65\\
Ho$^{3+}$ & 10 & ${}^5I_8$ & 2 & 6 & 8 & 5/4 & 10.61\\
Er$^{3+}$ & 11 & ${}^4I_{15/2}$ & 3/2 & 6 & 15/2 & 6/5 & 9.58\\
Tm$^{3+}$ & 12 & ${}^3H_6$ & 1 & 5 & 6 & 7/6 & 7.56\\
Yb$^{3+}$ & 13 & ${}^2F_{7/2}$ & 1/2 & 3 & 7/2 & 8/7 & 4.54\\
Lu$^{3+}$ & 14 & ${}^1S_0$ & 0 & 0 & 0 & -- & 0\\
\hline
\end{tabular}
\end{center}
Ions with $N$ and $14-N$ electrons share $S$ and $L$. For $0<N<7$ the heavier partner has the larger $J$, by $(L+S)-(L-S)=2S$, and, where both ions have a $g$ (that is, for $N<6$), the larger $g$. This is why the moments are much larger in the second half of the series.

The first two rules were assumed, not derived. The numerical check tests them by diagonalizing the Coulomb repulsion with weak spin-orbit coupling for every filling of the $p$, $d$ and $f$ shells, using nodeless hydrogenic radial functions. The lowest level has the $S$, $L$ and $J$ of (\ref{S}), (\ref{L}) and (\ref{J}) in each case. This supports the rules for that interaction and one open shell; it does not prove them for every interaction.

\subsection*{(e) Where the isolated level fails}

By (\ref{interval}), the first excited level for $0<N<7$ lies $A(J+1)$ above the ground level, with $A=\zeta/(2S)$. At 300 K, $kT=0.00095$ hartree. For the two ions with the smallest moments among the partly filled shells,
\begin{align}
\text{Sm}^{3+}:&\quad A=\frac{0.006}{5}=0.0012,\quad \tfrac72A=0.0042\ \text{hartree}=4.4\,kT,\\
\text{Eu}^{3+}:&\quad A=\frac{0.006}{6}=0.0010,\quad A=0.0010\ \text{hartree}=1.05\,kT .
\end{align}
The other levels can contribute in two ways. They can be thermally occupied, and the field can mix them into the ground level, since $L_z+2S_z$ does not commute with $\mathbf J^2$. Both effects are contained in the free energy $F(B)$ of the whole term, with Hamiltonian $A\,\mathbf L\cdot\mathbf S+\mu_BB(L_z+2S_z)$. The moment then follows from $\chi=-\partial^2F/\partial B^2$ at $B=0$ and $\mu_{\rm eff}^2=3kT\chi$. Numerically, in $\mu_B$:
\begin{center}
\begin{tabular}{lcc}
\hline
Ion & isolated level & whole term, 300 K\\
\hline
Nd$^{3+}$ & 3.62 & 3.66\\
Pm$^{3+}$ & 2.68 & 2.81\\
Sm$^{3+}$ & 0.85 & 1.67\\
Eu$^{3+}$ & 0 & 3.64\\
Gd$^{3+}$ & 7.94 & 7.94\\
Tb$^{3+}$ & 9.72 & 9.74\\
\hline
\end{tabular}
\end{center}
For the ions not listed the change is at most about $0.02\,\mu_B$ at this $\zeta$ and within the single term. The part due to mixing by the field scales as $1/\zeta$, so it is larger for Ce$^{3+}$ and Pr$^{3+}$ at their actual $\zeta$, which is about half the model value. The isolated-level formula fails badly for Eu$^{3+}$ and Sm$^{3+}$.

\textbf{Eu$^{3+}$.} With the first-order gap $A$, the occupation of $J=1$ relative to $J=0$ is $3e^{-1.05}\approx1.05$. Mixing of terms, discussed below, widens the gap and lowers this ratio to about $0.56$. In either case treating $J=0$ as isolated is unjustified. Even at $kT\ll A$ the susceptibility does not vanish. Since $J_z|J{=}0\rangle=0$, the field acts on this state through $S_z$ alone. $S_z$ is a vector component, so $S_z|J{=}0\rangle$ lies entirely in $J=1$, at energy $A$. Its squared norm is $\langle S_z^2\rangle=S(S+1)/3=4$. Second-order perturbation theory gives
\begin{equation}
\Delta E=-\frac{4\mu_B^2B^2}{A},\qquad
\chi=\frac{8\mu_B^2}{A},\qquad
\mu_{\rm eff}^2=3kT\chi=\frac{24\,kT}{A}\,\mu_B^2 .
\end{equation}
The effective moment therefore tends to zero as $\sqrt T$, while $\chi$ tends to a constant. In the opposite limit, $kT$ far above the whole multiplet splitting, $\mathbf L$ and $\mathbf S$ are independent and $\mu_{\rm eff}^2=[L(L+1)+4S(S+1)]\mu_B^2=60\,\mu_B^2$, or $7.7\,\mu_B$. The value at 300 K, $3.64\,\mu_B$, lies between zero and $7.7\,\mu_B$. The low-temperature expression does not apply there, since $kT\approx A$; it would give $\sqrt{24/1.05}\,\mu_B=4.8\,\mu_B$.

\textbf{Sm$^{3+}$.} Here the excited level is hardly occupied: relative to the ground level its weight is $\frac86e^{-4.4}\approx0.016$. Equation (\ref{g}) with $J=\frac72$ gives $g=0.825$ and $g^2J(J+1)\approx10.7$, and this weight is taken from a ground level with $g^2J(J+1)=0.71$, so occupation adds about $0.016\times(10.7-0.7)\approx0.16$ to $\mu_{\rm eff}^2/\mu_B^2$. The actual increase is $1.67^2-0.85^2\approx2.1$. Since occupation accounts for only a small part, most of it comes from mixing by the field. The increase is larger than for Pm$^{3+}$ (about $0.7$) and Nd$^{3+}$ (about $0.3$), and second-order perturbation theory shows why. For $N<M$, $S_z$ leads out of the ground level only into the level $J+1$, at the gap $\Delta=A(J+1)$. Averaged over $M_J$, the squared norm of that part is $\frac13[S(S+1)-(g-1)^2J(J+1)]=S(L+1)/[3(J+1)]$, so mixing adds $2kT\,S(L+1)/[(J+1)\Delta]$ to $\mu_{\rm eff}^2/\mu_B^2$. For Nd$^{3+}$, Pm$^{3+}$ and Sm$^{3+}$ the gaps are $0.011$, $0.0075$ and $0.0042$ hartree and the factors $S(L+1)/(J+1)$ are $1.91$, $2.80$ and $4.29$, which gives $0.33$, $0.71$ and $1.9$. The smaller gap and the larger matrix element both raise the value for Sm$^{3+}$. It is also added to a ground-level value $g^2J(J+1)$ of only $0.71$.

\textbf{Mixing of terms.} Spin-orbit coupling also mixes different terms of the same $J$, which (\ref{A}) neglects. The size of this mixing depends on the ratio of $\zeta$ to the Coulomb integrals. Diagonalizing the full $4f^N$ model at $\zeta=0.006$ hartree, with the radial function $r^3e^{-\alpha r}$ and $\alpha=4$ inverse bohr (Slater integral $F^2=0.45$ hartree), leaves the ground $J$ of every ion unchanged. It shifts $g$ most for Sm$^{3+}$, from 0.286 to 0.297, or 4\% of the LS value. For Ce$^{3+}$ and Yb$^{3+}$, $g$ does not change, because one electron or one hole forms a single term. The gaps are affected far more than $g$. In the same model the first gap rises from $0.0010$ to $0.0016$ hartree for Eu$^{3+}$ and from $0.0042$ to $0.0053$ hartree for Sm$^{3+}$. The moments at 300 K then fall from $3.64$ to $3.27\,\mu_B$ and from $1.67$ to $1.52\,\mu_B$, while Pr$^{3+}$ rises from $3.60$ to $3.64\,\mu_B$. These shifts depend on the radial function: with $\alpha=3$ inverse bohr ($F^2=0.34$ hartree) the moments of Eu$^{3+}$ and Sm$^{3+}$ are $3.06$ and $1.49\,\mu_B$, and $g$ of Sm$^{3+}$ is $0.307$. The single-term values for these two ions are therefore good only to some tenths of $\mu_B$. The conclusion that the isolated level fails for them is unchanged.

These numbers belong to a free-ion model with one $\zeta$ for the whole series and no mixing of configurations. They show where the simple formula breaks down and are not predictions for a particular compound.

\section*{Computed results}
\begin{verbatim}
Shell fillings tested (p, d, f): 33
Largest g difference, weak coupling: 5.9e-08
Largest relative gap difference: 5.4e-04
Radial exponent: 4.0 inverse bohr
F2 of the f shell: 0.4502 hartree
F4 of the f shell: 0.3008 hartree
F6 of the f shell: 0.2226 hartree
Weak zeta for tests: 1e-05 hartree
Model zeta: 0.0060 hartree
Temperature: 300 K, kT = 0.000950 hartree
Trivalent ions 4f^N; mu and mu300 in Bohr magnetons
g_mix: g with term mixing at the model zeta
mu300: all J levels of the Hund term, 300 K, model zeta
ion   N  term      S    L     J      g      g   g_mix     mu  mu300
La3+  0  1S0       0    0     0      -      -       -  0.000  0.000
Ce3+  1  2F5/2   1/2    3   5/2    6/7 0.8571  0.8571  2.535  2.546
Pr3+  2  3H4       1    5     4    4/5 0.8000  0.8094  3.578  3.599
Nd3+  3  4I9/2   3/2    6   9/2   8/11 0.7273  0.7348  3.618  3.663
Pm3+  4  5I4       2    6     4    3/5 0.6000  0.6062  2.683  2.814
Sm3+  5  6H5/2   5/2    5   5/2    2/7 0.2857  0.2972  0.845  1.670
Eu3+  6  7F0       3    3     0      -      -       -  0.000  3.641
Gd3+  7  8S7/2   7/2    0   7/2      2 2.0000  1.9947  7.937  7.937
Tb3+  8  7F6       3    3     6    3/2 1.5000  1.4957  9.721  9.743
Dy3+  9  6H15/2  5/2    5  15/2    4/3 1.3333  1.3289 10.646 10.662
Ho3+ 10  5I8       2    6     8    5/4 1.2500  1.2460 10.607 10.618
Er3+ 11  4I15/2  3/2    6  15/2    6/5 1.2000  1.1984  9.581  9.589
Tm3+ 12  3H6       1    5     6    7/6 1.1667  1.1662  7.561  7.567
Yb3+ 13  2F7/2   1/2    3   7/2    8/7 1.1429  1.1429  4.536  4.540
Lu3+ 14  1S0       0    0     0      -      -       -  0.000  0.000
Sm3+ model: A = 0.001200 hartree, first gap = 0.004200 hartree
Eu3+ model: A = 0.001000 hartree, first gap = 0.001000 hartree
\end{verbatim}
